# Snap-off of a JKR sphere under load and displacement control: verification in Python

```python
# JKR adhesion of an elastic sphere to a flat.
# Result under test: with a perfectly stiff machine the contact snaps at
# tension (5/6) pi w R, which is 5/9 of the load-control limit (3/2) pi w R.
# R: sphere radius; E: reduced modulus; w: work of adhesion;
# a: contact radius; delta: approach (positive in compression);
# tension: minus the compressive force; x = (a/a_snap)**1.5.
import numpy as np
from scipy.constants import g, k as k_boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

nodes, weights = np.polynomial.legendre.leggauss(40)
theta_half = (nodes + 1) * np.pi / 4      # angles from 0 to pi/2
weight_half = weights * np.pi / 4


def pressure(q, a, delta, R, E):
    """Hertz plus flat-punch pressure; q = 1 - (r/a)**2."""
    hertz = 2 * E * a / (np.pi * R) * np.sqrt(q)
    punch = E * (delta - a**2 / R) / (np.pi * a) / np.sqrt(q)
    return hertz + punch


def surface_displacement(r, a, delta, R, E):
    """Integrate the point-load kernel along chords through radius r."""
    theta = nodes * np.pi / 2
    total = 0.0
    n_angles = 200
    for phi in np.arange(n_angles) * np.pi / n_angles:
        half = np.sqrt(a**2 - (r * np.sin(phi))**2)
        s = -r * np.cos(phi) + half * np.sin(theta)
        q = 1 - (r**2 + s**2 + 2 * r * s * np.cos(phi)) / a**2
        integrand = pressure(q, a, delta, R, E) * half * np.cos(theta)
        total += np.sum(weights * np.pi / 2 * integrand)
    return total * np.pi / n_angles / (np.pi * E)


def energy_quadrature(a, delta, R, E):
    """Elastic energy: half the integral of pressure times displacement."""
    a = np.atleast_1d(a)[:, None]
    r = a * np.sin(theta_half)
    p = pressure(np.cos(theta_half)**2, a, delta, R, E)
    area = 2 * np.pi * a**2 * np.sin(theta_half) * np.cos(theta_half)
    return 0.5 * np.sum(weight_half * area * p * (delta - r**2 / (2 * R)),
                        axis=1)


def energy_closed(a, delta, R, E):
    return E * (a * delta**2 - 2 * a**3 * delta / (3 * R)
                + a**5 / (5 * R**2))


def branch_delta(a, R, E, w):
    return a**2 / R - np.sqrt(2 * np.pi * w * a / E)


def branch_force(a, R, E, w):
    return 4 * E * a**3 / (3 * R) - np.sqrt(8 * np.pi * w * E * a**3)


def spring_snap_x(stiffness, a_snap, E):
    """Root of: branch stiffness = minus machine stiffness."""
    def mismatch(x):
        return (2 * E * a_snap * x**(2 / 3) * (3 - x)
                - stiffness * (x - 1))
    return brentq(mismatch, 1.0, 3.0)


# ---- Tests in scaled units R = E = w = 1 ----
for a_test, d_test in [(0.8, -1.4), (1.5, -0.7), (2.0, 0.5)]:
    for fraction in (0.0, 0.35, 0.7):
        r_test = fraction * a_test
        u = surface_displacement(r_test, a_test, d_test, 1, 1)
        assert abs(u - (d_test - r_test**2 / 2)) < 1e-6
    assert np.isclose(energy_quadrature(a_test, d_test, 1, 1)[0],
                      energy_closed(a_test, d_test, 1, 1), rtol=1e-9)

for a_test in (0.9, 1.3, 2.1):
    d_test = branch_delta(a_test, 1, 1, 1)
    h = 1e-4
    slope_a = (energy_quadrature(a_test + h, d_test, 1, 1)[0]
               - energy_quadrature(a_test - h, d_test, 1, 1)[0]) / (2 * h)
    slope_d = (energy_quadrature(a_test, d_test + h, 1, 1)[0]
               - energy_quadrature(a_test, d_test - h, 1, 1)[0]) / (2 * h)
    assert abs(slope_a - 2 * np.pi * a_test) < 1e-5
    assert abs(slope_d - branch_force(a_test, 1, 1, 1)) < 1e-6
    x_test = (a_test / (np.pi / 8)**(1 / 3))**1.5
    numeric = ((branch_force(a_test + h, 1, 1, 1)
                - branch_force(a_test - h, 1, 1, 1))
               / (branch_delta(a_test + h, 1, 1, 1)
                  - branch_delta(a_test - h, 1, 1, 1)))
    formula = 2 * a_test * (x_test - 3) / (x_test - 1)
    assert abs(numeric - formula) < 1e-4 * max(1, abs(formula))

# Energy is quadratic in delta; its coefficients come from quadrature.
grid = np.linspace(0.05, 3.0, 12001)
e_minus, e_zero, e_plus = [energy_quadrature(grid, d, 1, 1)
                           for d in (-1.0, 0.0, 1.0)]
c1 = (e_plus - e_minus) / 2
c2 = (e_plus + e_minus) / 2 - e_zero
adhesion = -np.pi * grid**2


def state(mode, control, stiffness=0.0):
    """Relaxed approach and total potential for every contact radius."""
    if mode == "displacement":
        d = np.full_like(grid, control)
        extra = 0.0
    elif mode == "load":
        d = -(c1 + control) / (2 * c2)
        extra = control * d
    else:
        d = (stiffness * control - c1) / (2 * c2 + stiffness)
        extra = 0.5 * stiffness * (d - control)**2
    return d, e_zero + c1 * d + c2 * d**2 + adhesion + extra


def find_snap(mode, held, lost, stiffness=0.0):
    """Bisect for the control value at which the energy well vanishes."""
    assert np.min(np.diff(state(mode, held, stiffness)[1])) < 0
    assert np.min(np.diff(state(mode, lost, stiffness)[1])) > 0
    for _ in range(45):
        middle = (held + lost) / 2
        if np.min(np.diff(state(mode, middle, stiffness)[1])) < 0:
            held = middle
        else:
            lost = middle
    d, potential = state(mode, held, stiffness)
    i = int(np.argmin(np.diff(potential)))
    tension = -(c1 + 2 * c2 * d)
    return (held, (grid[i] + grid[i + 1]) / 2,
            (tension[i] + tension[i + 1]) / 2)


load_limit, a_load_num, _ = find_snap("load", 1.0, 20.0)
delta_snap_num, a_snap_num, snap_num = find_snap("displacement", -0.5, -4.0)
a_unit = (np.pi / 8)**(1 / 3)
assert abs(load_limit / (1.5 * np.pi) - 1) < 1e-4
assert abs(a_load_num / (9**(1 / 3) * a_unit) - 1) < 1e-3
assert abs(a_snap_num / a_unit - 1) < 1e-3
assert abs(delta_snap_num / (-3 * a_unit**2) - 1) < 1e-4
assert abs(snap_num / load_limit - 5 / 9) < 1e-3
# Contact at maximum tension is still held under displacement control.
d_at_peak = branch_delta(9**(1 / 3) * a_unit, 1, 1, 1)
assert np.min(np.diff(state("displacement", d_at_peak)[1])) < 0
for stiffness_test in (0.5, 2.0, 20.0):
    _, _, t_spring = find_snap("spring", 0.0, -30.0, stiffness_test)
    x_spring = spring_snap_x(stiffness_test, a_unit, 1)
    assert abs(t_spring / load_limit
               - (6 * x_spring - x_spring**2) / 9) < 1e-3

# ---- Worked example, SI values inside the program ----
R, E, w = 20e-6, 2e6, 0.050
a_snap = (np.pi * w * R**2 / (8 * E))**(1 / 3)
tension_max = 1.5 * np.pi * w * R
tension_snap = -branch_force(a_snap, R, E, w)
delta_snap = branch_delta(a_snap, R, E, w)
a_peak = 9**(1 / 3) * a_snap
delta_peak = branch_delta(a_peak, R, E, w)
a_zero = 6**(2 / 3) * a_snap
delta_zero = branch_delta(a_zero, R, E, w)
assert abs(branch_force(a_zero, R, E, w)) < 1e-10 * tension_max


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("Scaled energy-well search (R = E* = w = 1)")
show("load-control limit", load_limit)
show("tension at displacement-control snap", snap_num)
show("ratio found numerically", snap_num / load_limit)
show("five ninths", 5 / 9)
print("Example: soft elastomer bead on dry oxide wafer")
show("sphere radius R", R * 1e6, "um")
show("reduced modulus E*", E / 1e6, "MPa")
show("work of adhesion w", w * 1e3, "mJ/m2")
for name, a_val, d_val in [("zero load", a_zero, delta_zero),
                           ("maximum tension", a_peak, delta_peak),
                           ("displacement snap", a_snap, delta_snap)]:
    show(name + ", contact radius", a_val * 1e6, "um")
    show(name + ", approach", d_val * 1e6, "um")
show("maximum tension", tension_max * 1e6, "uN")
show("tension at displacement snap", tension_snap * 1e6, "uN")
show("ratio in example", tension_snap / tension_max)
show("extra travel from maximum to snap",
     (delta_peak - delta_snap) * 1e6, "um")

print("Finite machine stiffness")
show("stiffness scale 2 E* a_snap", 2 * E * a_snap, "N/m")
for machine in (1.0, 40.0, 1000.0):
    x_machine = spring_snap_x(machine, a_snap, E)
    show(f"snap tension / maximum, k = {machine:g} N/m",
         (6 * x_machine - x_machine**2) / 9)


# Rate effect: effective adhesion w*(1 + (edge speed/v_ref)**exponent).
v_ref, exponent = 1.0e-6, 0.6


def pull_with_rate(speed):
    duration = (delta_zero - delta_snap) / speed

    def edge_motion(t, y):
        a = y[0] * 1e-6
        d = delta_zero - speed * t
        release = E * (d - a**2 / R)**2 / (2 * np.pi * a)
        excess = max(release / w - 1, 0.0)
        return [-v_ref * 1e6 * excess**(1 / exponent)]

    times = np.linspace(0, duration, 2001)
    solution = solve_ivp(edge_motion, (0, duration), [a_zero * 1e6],
                         method="Radau", t_eval=times,
                         rtol=1e-7, atol=1e-9)
    assert solution.success
    a = solution.y[0] * 1e-6
    d = delta_zero - speed * times
    tension = -2 * E * (a * d - a**3 / (3 * R))
    return tension.max() / tension_max, tension[-1] / tension_max


slow_peak, _ = pull_with_rate(1e-11)
assert 0.999 < slow_peak < 1.01
print("Rate-dependent adhesion (rough law)")
show("reference edge speed", v_ref * 1e6, "um/s")
show("speed exponent", exponent)
for speed in (1e-9, 1e-8):
    peak_ratio, end_ratio = pull_with_rate(speed)
    tag = f"pull {speed * 1e9:g} nm/s"
    show(tag + ", peak / static maximum", peak_ratio)
    show(tag + ", at static snap approach / static maximum", end_ratio)


def profile_ratio(slope):
    """Snap ratio and maximum for a general axisymmetric profile."""
    def delta_and_force(scale):
        a = scale * a_snap
        f = slope(a * np.sin(theta_half))
        pull = np.sqrt(2 * np.pi * w * a / E)
        d = a * np.sum(weight_half * f) - pull
        force = (2 * E * a**2 * np.sum(weight_half
                 * np.sin(theta_half)**2 * f) - 2 * E * a * pull)
        return d / abs(delta_snap), force / tension_max
    options = {"xatol": 1e-9}
    fold = minimize_scalar(lambda s: delta_and_force(s)[0],
                           bounds=(0.5, 1.8), method="bounded",
                           options=options)
    peak = minimize_scalar(lambda s: delta_and_force(s)[1],
                           bounds=(1.2, 3.0), method="bounded",
                           options=options)
    return delta_and_force(fold.x)[1] / peak.fun, -peak.fun


parabola_ratio, parabola_peak = profile_ratio(lambda r: r / R)
assert abs(parabola_ratio - 5 / 9) < 1e-6
assert abs(parabola_peak - 1) < 1e-6
sphere_ratio, sphere_peak = profile_ratio(
    lambda r: r / np.sqrt(R**2 - r**2))

print("Other neglected effects")
show("contact radius / R at maximum tension", a_peak / R)
show("snap ratio with true spherical profile", sphere_ratio, digits=5)
show("maximum with true profile / JKR maximum", sphere_peak, digits=5)
range_attraction = 0.3e-9
tabor = (R * w**2 / (E**2 * range_attraction**3))**(1 / 3)
show("assumed range of attraction", range_attraction * 1e9, "nm")
show("Tabor parameter", tabor, digits=3)
wafer_modulus = 70e9
show("assumed wafer modulus", wafer_modulus / 1e9, "GPa")
show("wafer compliance / bead compliance", E / wafer_modulus, digits=2)
density = 1000.0
weight = 4 / 3 * np.pi * R**3 * density * g
show("assumed bead density", density, "kg/m3")
show("weight / maximum tension", weight / tension_max, digits=2)
a_barrier = brentq(lambda a: branch_delta(a, R, E, w) - delta_peak,
                   1e-5 * a_snap, a_snap)
barrier = (energy_closed(a_barrier, delta_peak, R, E)
           - np.pi * w * a_barrier**2
           - energy_closed(a_peak, delta_peak, R, E)
           + np.pi * w * a_peak**2)
assert barrier > 0
temperature = 300.0
show("temperature", temperature, "K")
show("barrier at maximum tension / kT",
     barrier / (k_boltzmann * temperature), digits=2)
surface_tension = 0.072
show("assumed water surface tension", surface_tension * 1e3, "mN/m")
show("fully wetting meniscus force, rough bound",
     4 * np.pi * surface_tension * R * 1e6, "uN", digits=2)
print("PASS")
```

Printed output:

```
Scaled energy-well search (R = E* = w = 1)
load-control limit: 4.712
tension at displacement-control snap: 2.618
ratio found numerically: 0.5556
five ninths: 0.5556
Example: soft elastomer bead on dry oxide wafer
sphere radius R: 20 um
reduced modulus E*: 2 MPa
work of adhesion w: 50 mJ/m2
zero load, contact radius: 5.209 um
zero load, approach: 0.4523 um
maximum tension, contact radius: 3.282 um
maximum tension, approach: -0.1795 um
displacement snap, contact radius: 1.578 um
displacement snap, approach: -0.3734 um
maximum tension: 4.712 uN
tension at displacement snap: 2.618 uN
ratio in example: 0.5556
extra travel from maximum to snap: 0.1939 um
Finite machine stiffness
stiffness scale 2 E* a_snap: 6.311 N/m
snap tension / maximum, k = 1 N/m: 0.9976
snap tension / maximum, k = 40 N/m: 0.686
snap tension / maximum, k = 1000 N/m: 0.5612
Rate-dependent adhesion (rough law)
reference edge speed: 1 um/s
speed exponent: 0.6
pull 1 nm/s, peak / static maximum: 1.039
pull 1 nm/s, at static snap approach / static maximum: 0.798
pull 10 nm/s, peak / static maximum: 1.149
pull 10 nm/s, at static snap approach / static maximum: 1.022
Other neglected effects
contact radius / R at maximum tension: 0.1641
snap ratio with true spherical profile: 0.55939
maximum with true profile / JKR maximum: 0.98936
assumed range of attraction: 0.3 nm
Tabor parameter: 774
assumed wafer modulus: 70 GPa
wafer compliance / bead compliance: 2.9e-05
assumed bead density: 1000 kg/m3
weight / maximum tension: 7e-05
temperature: 300 K
barrier at maximum tension / kT: 1.6e+08
assumed water surface tension: 72 mN/m
fully wetting meniscus force, rough bound: 18 uN
PASS
```
